Why homogeneous stress does not push a 180° ferroelectric wall

A ferroelectric film 10 nm thick lies between two electrodes. In one region its polarization points up, in the next it points down, and a wall runs through the film between them. A voltage moves the wall, because one region gains energy and the other loses it. The film is also under mechanical tension, which may reach 1 GPa. This stress deforms the crystal and changes its polarization. Why, then, does it not move the wall as a voltage does?

The answer depends on how the two regions are related. I take them to be inversion images of each other: the polarization is reversed, while the crystal axes perpendicular to it keep their places. The stress is homogeneous. The electrodes are alike, short-circuited and taken to screen the polarization completely, so the internal field E is zero unless a voltage is applied.

**The pressure on a wall**

Let the film normal be axis 3, with polarization P along it. The in-plane stress is equibiaxial, σ₁ = σ₂ = σ, with tension positive. The work done by the stress per unit volume is σ de, where e = ε₁ + ε₂ is the area strain. At fixed temperature, stress and field, the equilibrium state minimizes a Gibbs energy density g. Its equilibrium value obeys

dg = −e dσ − P dE.

The vacuum field energy is left out, since it is the same in both domains.

Let a wall of area A advance by δx into the minus domain. If the film is treated as continuous and uniform, the wall's profile moves with it unchanged, and its own energy is unchanged too. In a crystal this holds from one equivalent lattice position to the next; between them a narrow wall meets a barrier, which can hold it still under a weak pressure. What changes is that a volume A δx passes from minus to plus, and the energy changes by A δx (g₊ − g₋). The pressure that drives the plus domain to grow is therefore

p = g₋ − g₊.

Differentiation with respect to stress gives

dp/dσ = −e₋ + e₊ = e₊ − e₋.

This relation holds the answer. Stress can build up a preference for one domain if the domains have different strains. If their strains are equal, switching a volume from one to the other makes the loads do no net work.

**Why the strains are equal**

Inversion replaces every position r by −r. Polarization is a dipole moment per volume, so it changes sign, and so does the electric field. Strain is built from derivatives of displacement with respect to position. Both reverse, and their ratio does not. Stress relates a force to the normal of a surface; these also both reverse, so stress is unchanged. The forces between atoms do not depend on which way the crystal is turned or inverted, so

g(P, σ, E) = g(−P, σ, −E).

At E = 0, each plus state under stress σ has a minus partner of the same energy under the same σ. Hence p = 0 for every homogeneous stress at which the two states survive, however nonlinear the material. Since g₊(σ) and g₋(σ) are the same function, their slopes agree, and so do the strains.

The conclusion also covers a film clamped to a fixed in-plane strain. The relevant energy is then g + σe. Both domains reach the prescribed strain at the same stress, so this energy is equal too.

A small mechanical model shows where the evenness comes from. Place an ion between two like neighbours a distance L apart, and displace it by u from the middle. One bond has length L/2 + u, the other L/2 − u. With bond energy φ and a spring of stiffness K between the neighbours,

U = φ(L/2 + u) + φ(L/2 − u) + K(L − L₀)²/2.

Reversing u exchanges the two bonds and leaves U unchanged. For fixed u, the best cell length satisfies

[φ′(L/2 + u) + φ′(L/2 − u)]/2 + K(L − L₀) = 0.

In the expansion for small u, the terms linear in u cancel between the bonds, leaving

φ′(L/2) + φ‴(L/2)u²/2 + K(L − L₀) = 0.

Let L_c be the solution at u = 0, and write L = L_c + δL. To first order in δL, φ′(L/2) changes by φ″δL/2. Therefore

(K + φ″/2)δL + φ‴u²/2 = 0,
δL = −φ‴u²/(2K + φ″),

with derivatives taken at L_c/2. The cell responds to the square of the displacement. This is electrostriction. In this chain it arises because the bonds are not perfect springs, and it does not record the direction of u.

For numbers, let the ion at x interact with neighbours at nL, n = −4 to 4, through

V(r) = exp[−4(r − 1)] − 2 exp[−2(r − 1)],

with energies in bond depths and lengths in bond lengths. The spring energy is 10(L − 3)². I add −fL for a tensile force f = 0.3 and minimize over both x and L with a simplex search. The ion settles off centre on either side, and in both cases L = 2.986691. Without force, doubling an imposed offset from 0.02 to 0.04 multiplies the change of cell length by 4.014. A pure square would give 4; an even function may next contain u⁴.

Now break the inversion symmetry with a third atom at 0.2L in each cell, which repels the ion with energy 0.04 exp[−(distance/0.7)²]. At zero force the right-hand state has a cell longer by 1.653 × 10⁻³. The slope of its energy relative to the left-hand state, from a finite difference in f, is −1.653 × 10⁻³. The third atom already makes the right-hand state lower in energy, by 0.0222 bond depths at zero force. Tension increases this advantage, at the rate set by the difference in cell length.

**A model of the film**

For the film, I use the simplest energy with two polar states:

g = −aP²/2 + βP⁴/4 − qσP² − σ²/Y − EP.

Here a and β are positive, q = Q₁₃ + Q₂₃ is the sum of two electrostrictive coefficients, and Y is the biaxial modulus. Each in-plane direction stretches elastically by σ/Y, which accounts for the term −σ²/Y. In equilibrium ∂g/∂P = 0, so the strain follows from the explicit dependence on σ:

e = −∂g/∂σ = qP² + 2σ/Y.

It is convenient to write A = a + 2qσ. The equilibrium condition is then

−AP + βP³ = E.

At zero field the polar solutions are P = ±P_s, with P_s² = A/β. The curvature there is −A + 3βP_s² = 2A, so they are minima when A > 0. Apart from the common elastic term, their energy is

−AP_s²/2 + βP_s⁴/4 = −A²/(2β) + A²/(4β) = −A²/(4β).

It is the same for both signs of P.

The inputs are round values in the rough range of hafnia-zirconia films: P₀ = 20 µC/cm² without stress, relative permittivity 30, Y = 300 GPa and σ = 1 GPa. The electrostrictive coefficients are supposed: Q₁₃ = Q₂₃ = −0.02 m⁴/C², so q = −0.04 m⁴/C². The susceptibility is χ = 30 − 1 = 29. Since the curvature without stress is 2a, a small field changes P by E/(2a). Setting this equal to ε₀χE gives

a = 1/(2ε₀χ) = 1.947 × 10⁹ V m/C,
β = a/P₀² = 4.868 × 10¹⁰ V m⁵/C³.

The stress changes a by 2qσ = −0.08 × 10⁹ V m/C, about −4%. The polarization varies as the square root of A, so its magnitude falls by about 2%, to 19.585 µC/cm². The area strain is

e = −0.04 × (0.19585)² + 2/300 = 0.00513,

or 0.513%, in both domains.

The stress does have an effect. The barrier between the states, at P = 0, has height A²/(4β). It falls from 19.47 to 17.91 MJ/m³. Without walls or nuclei, the plus state is lost when an opposing field exceeds the maximum of AP − βP³. Setting the derivative A − 3βP² to zero gives P² = A/(3β), and hence

E_c = P(A − βP²) = (2A/3)√[A/(3β)] = 2A^(3/2)/[3√(3β)].

This field falls from 1.50 to 1.41 MV/cm, for either direction of switching. With the opposite sign of q it would rise. Stress can make switching easier or harder without choosing its direction.

**Piezoelectricity without a preference**

Each domain is piezoelectric, which might seem to give stress a handle on the sign of P. Differentiating βP² = a + 2qσ at zero field gives

2βP dP/dσ = 2q, so dP/dσ = q/(βP).

At zero stress βP₀² = a. In the plus domain the coefficient is therefore

d = qP₀/a = 2qε₀χP₀ = −4.108 pm/V.

In the minus domain P is negative and the coefficient is +4.108 pm/V. Tension makes a positive polarization less positive and a negative one less negative. Both shrink by the same amount, and neither gains an advantage.

A field changes this. From dg = −e dσ − P dE,

dp/dE = P₊ − P₋,

which equals 2P_s at E = 0. For a small field, with P_s expanded to first order in stress,

p ≈ 2EP_s(σ) ≈ 2E(P₀ + dσ).

Stress enters the wall pressure through the product dσE. It alters the strength of the electrical drive, and its contribution vanishes with the field.

For E = 0.5 MV/cm = 5 × 10⁷ V/m, the last formula gives

p ≈ 2 × 5 × 10⁷ × (0.200 − 0.0041) Pa = 19.59 MPa.

Numerical minimization of g in the two wells gives 19.54 MPa with stress and 19.96 MPa without it. The small shortfall from 20 MPa in the unstressed case can be derived. Put P = P₀(1 + y) and η = E/(aP₀). The equilibrium condition becomes

2y + 3y² + y³ = η, so y = η/2 − 3η²/8 + …

Inversion gives P₋(E) = −P₊(−E). In P₊ − P₋ the terms odd in E cancel, leaving 2P₀(1 − 3η²/8). Integrating over the field from zero gives

p = 2P₀E(1 − η²/8 + …).

Here η = 0.128, so the correction is −0.2%, as the numbers show.

**What the wall does**

The energy argument can be followed in a moving wall. Let x run across it, and let P relax at a rate proportional to the force on it:

∂P/∂t = Γ[κ ∂²P/∂x² + AP − βP³ + E].

The constant κ measures the cost of a polarization gradient, and Γ sets the rate. I hold the stress uniform through the wall. For a steady wall with the minus domain on the left, P depends on x − vt. Multiply by P′ = ∂P/∂x and integrate:

−v∫P′² dx = Γ[κP′²/2 + AP²/2 − βP⁴/4 + EP] between the two ends.

The gradient vanishes at both ends. The remaining bracket is −g, apart from the common elastic term, so its change from left to right is g₋ − g₊ = p. Thus

v = −Γp/∫P′² dx.

A positive p moves the wall left and enlarges the plus domain. With p = 0, the steady velocity is zero.

At zero field, the wall is P = P_s tanh(x/w). Substitution gives κP″ = −(2κ/w²)P_s tanh(x/w)[1 − tanh²(x/w)], while AP − βP³ = AP_s tanh(x/w)[1 − tanh²(x/w)]. They cancel if w² = 2κ/A. The integral of [1 − tanh²(z)]² over all z is 4/3, so

∫P′² dx = 4P_s²/(3w),
v ≈ −3ΓwE/(2P_s) for a weak field.

Measure length in √(κ/a), time in 1/(Γa) and field in aP₀. For the film's stress and a reduced field of 0.01, the formula gives v = −0.0221. Integrating the equation on a grid by finite differences also gives −0.0221. With stress alone, the wall shifts by only a few millionths of a length unit during a time of 90, in which the field would carry it about 2 units. This residue belongs to the grid: its sign and size change with the spacing and with the starting position, and it shrinks as the grid is refined.

In a real wall the electrostrictive strain qP² disappears where P passes through zero, while the neighbouring material resists the misfit. This creates a local stress and changes the wall's energy and width. In a uniform film that cost is the same at every equivalent lattice position, so it does not enter p.

It matters if the applied stress varies along the film. In this model the bulk energy above its minimum equals κP′²/2 at each point of a static wall. The wall energy per area is therefore

∫κP′² dx = 4κP_s²/(3w) = 2AwP_s²/3.

Because w varies as A^(−1/2) and P_s² as A, the wall energy varies as A^(3/2). A wall is drawn towards places where A is smaller. Exchanging the two domains leaves this force unchanged: it selects a position for the wall, not a sign of P.

**When stress can choose**

The first exception is a reference structure that already distinguishes up from down along axis 3, as the third atom distinguishes right from left in the chain. For equibiaxial stress, the mere absence of inversion symmetry is not enough: another symmetry may still exchange up and down. A structure that does distinguish them can also favour one sign of P without stress; that built-in bias is left out here, to show the part due to stress. The energy may then contain −hσP. This has the form of −EP with a field hσ, and it adds hP to the strain. At zero stress the strains differ by 2hP₀. For a supposed h = 0.01 m²/C, the difference is 0.4% and the equivalent field is 0.1 MV/cm. First-order work gives σ × 2hP₀ = 4 MPa. Minimization gives 3.92 MPa, because the stress has also reduced P.

The second exception is an electrical one. Suppose a film fully in the plus state is disconnected at zero field, so that the charge on its electrodes stays fixed. Counted per original area, as P is in this calculation, it remains P₀. Stress is then applied. Fixed charge requires ε₀E + P = P₀, while the linear response is P = P₀ + dσ + ε₀χE. Eliminating P gives

E = −dσ/[ε₀(1 + χ)] = 0.155 MV/cm.

Here the field points along the existing polarization and supports it. Compression would reverse the field. The size depends on how P is counted: if the same q described P per stretched area, the charge density would also fall by the fraction 2σ/Y, and the field would be about 0.10 MV/cm. The choice of sign comes from the stored charge, which remembers the original state; short-circuiting ideal, like electrodes lets that charge adjust until the field is zero.

The third is a strain gradient. It contains one more derivative with respect to position than strain does, so it reverses under inversion and can act like a field. If the elastic strain σ/Y = 0.33% disappears across 10 nm, the gradient is 0.033% per nm. A rough flexoelectric coefficient of 5 V turns this into 0.017 MV/cm. The wall pressure is 2P₀E = 0.67 MPa, about one thirtieth of that from the applied field.

The fourth exception is geometrical and matters in hafnia. Its polar orthorhombic phase has two unequal axes perpendicular to P. Across a wall with antiparallel polarizations these axes may also be exchanged, and the domains are then no longer inversion images. Let the long axis exceed the short one by a strain δ. If the first domain has its long axis along direction 1 and the second along direction 2, the strain differences are +δ and −δ along these directions. To first order in stress,

p = σ₁δ − σ₂δ.

With a rough δ = 4%, a uniaxial tension of 1 GPa along direction 1 gives 40 MPa in favour of the first domain, twice the pressure of the applied field. Equibiaxial stress gives zero. The same polarization reversal can thus be indifferent to stress or strongly affected by it, depending on what the other axes do.

**Beside a real capacitor**

The polarization, permittivity, thickness and stress used here are ordinary in size for hafnia-zirconia memory capacitors, whose coercive fields are roughly 1 MV/cm. The model's coercive field is that of uniform switching and does not describe nucleation or wall pinning. It also rests on assigning the whole permittivity to the polar mode, as do the barrier, d and the open-circuit field, so its closeness to measured values does not confirm the model. Stress can further act on a real film by changing its crystal phase or by turning the polar axis into or out of the plane; the model contains neither. The electrostrictive coefficient is the least certain input; its sign decides whether tension weakens or strengthens P, but not whether the domains are equivalent. Real films are polycrystalline, with tilted grains, exchanged axes and often unlike electrodes. Tilt lets even equibiaxial stress act unequally on the axes. If a grain is turned by an angle θ about one non-polar axis, the stress along the other falls to σ cos²θ. Where these axes are exchanged across a wall, the pressure then has magnitude σδ sin²θ: 10 MPa at 30°, and 40 MPa only when P lies in the film plane. Unlike electrodes can supply a built-in field even without stress, and electrodes that screen incompletely leave a field that opposes the polarization in either domain.

The applied field of 0.5 MV/cm is one eighth of a rough breakdown field of 4 MV/cm. At 85 °C the thermal energy is 0.031 eV, whereas the field bias of a 10 nm cube is about 122 eV. Heating changes a and β, and with them the barrier, but it changes them equally for both signs of P. In a short-circuited film without a built-in field, two domains related by inversion remain equally favoured under homogeneous stress.
